# Apex field of an atom-probe tip from voltage, radius and field factor

## Problem

A metal atom-probe tip ends in a smooth cap of radius $R=50$ nm. It is held at $V=5$ kV relative to a grounded counter electrode, and its field factor is $k=3.3$.

(a) Estimate the electric field at the apex, and say what $k$ stands for.

(b) Find a tip shape for which $k$ can be calculated, and the electrode gap that gives $k=3.3$.

(c) How uncertain is the estimate if $k$ and $R$ are each known to about ten percent?

(d) Is the field strong enough to remove ions from copper, and which neglected effects matter most?

**Conventions.** The algebra is in Gaussian units and $e>0$ is the elementary charge. Fields are quoted in V/nm, so that $eF$ in eV/nm has the same numerical value as $F$. The combination $e^2=1.44$ eV nm then carries all the electrostatics. The tip is positive, the metal is a perfect conductor unless stated otherwise, and the space around it is empty of charge.

## Solution

### (a) The field and the meaning of $k$

The potential $\phi$ obeys $\nabla^2\phi=0$ outside the metal, with $\phi=V$ on the tip and $\phi=0$ on the counter electrode. This problem is linear, so $\phi$ is proportional to $V$. If all lengths are measured in units of $R$, the potential can be written

$$\phi(\mathbf r)=V\,u(\mathbf r/R),$$

where $u$ is a pure number that depends on the shape of the electrodes, not on their overall size. One derivative with respect to position brings out a factor $1/R$. The apex field is therefore $V/R$ times a number, and that number is called $1/k$:

$$F=\frac{V}{kR}.$$

For an isolated sphere, $\phi=VR/r$ and $F=V/R$ at $r=R$, so $k=1$. A real tip sits on a long shank at the same voltage. Suppose first that the counter electrode is many apex radii away; a very close one raises the apex field and can make $k$ smaller than 1, as part (b) shows. The shank carries charge of the same sign as the apex and supplies part of the potential there. Less charge is then needed on the cap to reach $V$, the apex field is lower, and $k$ is larger than for the sphere.

With the given numbers,

$$kR=3.3\times 50\ \text{nm}=165\ \text{nm},\qquad F=\frac{5000\ \text{V}}{165\ \text{nm}}=30.3\ \text{V/nm},$$

or about 300 MV/cm. An isolated sphere of the same radius would have 100 V/nm.

### (b) A tip shape that can be solved

Put the origin inside the tip, on its axis, and let the tip point towards negative $z$. With $r=\sqrt{\rho^2+z^2}$, where $\rho$ is the distance from the axis, define

$$s=r-z.$$

The gradient is $\nabla s=\hat{\mathbf r}-\hat{\mathbf z}$. Since $\hat{\mathbf r}\cdot\hat{\mathbf z}=z/r$,

$$|\nabla s|^2=2-\frac{2z}{r}=\frac{2s}{r},\qquad \nabla^2 s=\nabla^2 r=\frac{2}{r}.$$

The logarithm of $s$ therefore satisfies Laplace's equation:

$$\nabla^2\ln s=\frac{\nabla^2 s}{s}-\frac{|\nabla s|^2}{s^2}=\frac{2}{rs}-\frac{2}{rs}=0.$$

It is singular where $s=0$, which is the positive $z$ axis. That line lies inside the metal and does no harm.

Take the surface $s=R$ as the tip. Squaring $r=z+R$ gives $\rho^2=2Rz+R^2$, or

$$z=\frac{\rho^2-R^2}{2R}.$$

This is a paraboloid with its apex at $z=-R/2$. Its curvature there is $d^2z/d\rho^2=1/R$, so $R$ is indeed the apex radius. Take the surface $s=R+2d$ as the grounded electrode. Its apex is at $z=-R/2-d$, so $d$ is the gap on the axis. The potential with the right values on both surfaces is

$$\phi=\frac{V}{\ell}\ln\frac{R+2d}{s},\qquad \ell=\ln\left(1+\frac{2d}{R}\right).$$

Its gradient has the magnitude

$$|\nabla\phi|=\frac{V}{\ell}\,\frac{|\nabla s|}{s}=\frac{V}{\ell}\sqrt{\frac{2}{rs}}.$$

At the apex $r=R/2$ and $s=R$, so the square root equals $2/R$. Hence

$$F=\frac{2V}{R\,\ell},\qquad k=\frac{\ell}{2}=\frac12\ln\left(1+\frac{2d}{R}\right).$$

Two limits show what this means. For a narrow gap, $d\ll R$, the logarithm is $2d/R$, so $k=d/R$ and $F=V/d$. This is the field between parallel plates, and the radius has dropped out. For a wide gap, $d\gg R$, $k$ grows as the logarithm of $d/R$. At fixed $d$, doubling $R$ then lowers $k$ by $\tfrac12\ln 2\approx0.35$, so the field falls by somewhat less than a factor of two.

Solving for the gap gives

$$d=\frac R2\left(e^{2k}-1\right)=25\ \text{nm}\times(e^{6.6}-1)=18.4\ \mu\text{m}.$$

For this pair of paraboloids, a value of 3.3 thus belongs to a gap hundreds of times larger than the apex radius.

The same solution gives the field away from the apex. On the tip $s=R$, and the ratio to the apex field is $\sqrt{2/(rR)}\,(R/2)=\sqrt{R/(2r)}$. There $r=z+R=(\rho^2+R^2)/(2R)$. The surface normal is tilted from the axis by an angle $\theta$ with $\tan\theta=dz/d\rho=\rho/R$. Therefore

$$\frac{F(\theta)}{F(0)}=\frac{R}{\sqrt{R^2+\rho^2}}=\frac{1}{\sqrt{1+\tan^2\theta}}=\cos\theta.$$

At $30^\circ$ the field is 0.866 of its apex value. This law belongs to the paraboloid; another cap shape has another angular profile.

A cone with a spherical cap is closer to many specimens, but it has no such short formula. Its field factor was computed numerically from the surface charge, for a shank 100 µm long facing a grounded plane 40 µm from the apex. For $R=50$ nm the result is $k=2.58$ at a cone half-angle of $5^\circ$ and $3.22$ at $10^\circ$. With the $5^\circ$ angle, the shank length and the gap held fixed, $R=100$ nm gives $k=2.31$. Doubling the number of surface elements changed the $5^\circ$, 50 nm value by less than 2 percent. The values also depend on where the shank is cut off: for $R=50$ nm, at both angles, a 1 mm shank raises $k$ by about 5 percent and a 50 µm shank lowers it by about 5 percent. The given 3.3 is thus a reasonable size for a tip on a shank, but it is not universal. If the true value were 2.58, the field would be higher by the factor $3.3/2.58=1.28$.

### (c) The spread of the estimate

Because $F$ is inversely proportional to both $k$ and $R$, small relative errors in them enter with equal weight:

$$\frac{\delta F}{F}=\frac{\delta V}{V}-\frac{\delta k}{k}-\frac{\delta R}{R}.$$

The table takes $V=5$ kV throughout. Its second and third rows move $k$ and $R$ in the same direction, which gives the extremes within the chosen ranges.

| Case | $k$ | $R$ (nm) | $F$ (V/nm) |
|---|---:|---:|---:|
| Given tip | 3.3 | 50 | 30.3 |
| Both inputs high | 3.6 | 55 | 25.3 |
| Both inputs low | 3.0 | 45 | 37.0 |
| Isolated sphere | 1 | 50 | 100 |

Relative to 30.3 V/nm, the extremes lie 17 percent below and 22 percent above. The result is best read as "roughly 30 V/nm"; the third digit is kept here for following the arithmetic.

### (d) What the field does, and what was neglected

**Charge and stress.** The field is zero inside a perfect conductor and $F$ just outside. Gauss's law for a thin box across the surface gives $F=4\pi\sigma$, where $\sigma$ is the charge per area. In elementary charges,

$$\frac{\sigma}{e}=\frac{eF}{4\pi e^2}=\frac{30.3}{4\pi\times1.44}\ \text{nm}^{-2}=1.67\ \text{nm}^{-2}.$$

A patch of surface charge exerts no net force on itself. Its own field is $2\pi\sigma=F/2$ on each side, so the remaining charges supply the other $F/2$. The outward force per area is

$$p=\sigma\frac F2=\frac{F^2}{8\pi}=\frac{(eF)^2}{8\pi e^2}=25.4\ \text{eV/nm}^3=4.07\ \text{GPa}.$$

The field thus pulls on the apex with a stress of several gigapascals.

**Removing an ion.** A simple estimate is the image-hump model. To make a singly charged ion far from the metal without a field, one spends the sublimation energy $\Lambda$ and the ionization energy $I$, and regains the work function $W$ when the electron returns to the metal. The cost is $Q_0=\Lambda+I-W$. At distance $x$ from a flat surface the ion also has the image energy $-e^2/(4x)$ and the field energy $-eFx$. Relative to the bound atom,

$$U(x)=Q_0-\frac{e^2}{4x}-eFx.$$

The maximum lies where $U'(x)=e^2/(4x^2)-eF=0$, that is, at $x=\tfrac12\sqrt{e/F}$. There each of the two negative terms has the magnitude $\tfrac12\sqrt{e^3F}$, and the barrier is

$$Q=Q_0-\sqrt{e^3F}.$$

It vanishes when $e^3F=Q_0^2$, or $eF=Q_0^2/e^2$. Rough values for copper are $\Lambda=3.5$ eV, $I=7.7$ eV and $W=4.6$ eV, so $Q_0=6.6$ eV and

$$F_{\rm ev}=\frac{6.6^2}{1.44}\ \text{V/nm}=30.3\ \text{V/nm}.$$

The estimated apex field is therefore of the size needed to evaporate copper. The agreement to three digits is an accident of the rounded inputs. Since $F_{\rm ev}\propto Q_0^2$, a change of 0.3 eV in $Q_0$ moves it by about 9 percent. The hump also lies at only 0.109 nm, less than an interatomic distance, where a point ion and a sharp image plane are poor descriptions. The model ignores short-range forces, polarization and higher charge states.

**Temperature.** Evaporation does not require a vanishing barrier. If the rate per atom is $\Gamma=\nu e^{-Q/k_BT}$, with attempt rate $\nu$, the barrier at a given rate is $Q=k_BT\ln(\nu/\Gamma)$. For $T=50$ K, $\nu=10^{13}$ s$^{-1}$ and $\Gamma=10^{-2}$ s$^{-1}$,

$$Q=4.31\ \text{meV}\times\ln10^{15}=0.149\ \text{eV}.$$

The required field becomes $(6.6-0.149)^2/1.44=28.9$ V/nm, about 5 percent below $F_{\rm ev}$. Temperature changes the field needed for evaporation here, not the field produced by 5 kV. With $kR$ fixed at 165 nm, the chosen rate would be reached at $28.9\times165\approx4800$ V.

**Screening in the metal.** The surface charge of a real metal has a finite depth. On a positive tip, electrons are drawn inwards from the surface. Let $\eta$ be the rise of an electron's potential energy above its value deep inside. In a free-electron metal the density varies as the local maximum kinetic energy to the power $3/2$, so

$$n=n_0\left(1-\frac{\eta}{E_F}\right)^{3/2}\approx n_0-\frac{3n_0}{2E_F}\eta .$$

Here $E_F=\hbar^2(3\pi^2n_0)^{2/3}/(2m)$ is the Fermi energy. The missing electrons leave a positive charge density $e(n_0-n)$. The screening layer is much thinner than $R$, so Poisson's equation may be used in one dimension:

$$\eta''=4\pi e^2(n_0-n)\approx\frac{\eta}{\lambda^2},\qquad \lambda^2=\frac{E_F}{6\pi e^2n_0}.$$

The solution decays into the metal as $e^{-x/\lambda}$, with $x$ now the depth. Its slope at the surface has magnitude $eF$, so the surface value is $\eta=eF\lambda$. With the rough copper density $n_0=85$ nm$^{-3}$, $E_F=7.05$ eV and $\lambda=0.0553$ nm. The potential drop is $30.3\times0.0553=1.68$ V. Keeping the full power $3/2$ gives 1.71 V. This is 0.034 percent of 5000 V, the value listed in the output, and the field would fall by that fraction if the drop were the same over the whole tip. The drop instead follows the local field and is largest at the apex. In this model it acts as if the conductor's surface lay deeper by about $\lambda$, which lowers the apex field by a fraction of order $\lambda/R$, or 0.1 to 0.2 percent for the shapes of part (b). The model stops the electrons sharply at the surface. In a real metal they spill out beyond it, which moves the surface charge outwards and can reverse the sign of the shift. A shift of this size, in either direction, is far too small to affect the estimate.

**Atomic relief.** A much larger correction can come from the surface not being smooth. Let $y$ be the height above a flat conductor in a uniform field $F$. For a conducting hemispherical bump of radius $a$, the potential below that of the metal is

$$V-\phi=Fy\left(1-\frac{a^3}{h^3}\right),$$

where $h$ is the distance from the bump's centre. This is a uniform field plus a dipole field, so it is harmonic, and it vanishes on both the plane and the bump. On the line through the top $h=y$, and the derivative is $F(1+2a^3/y^3)$, which equals $3F$ at $y=a$. For a long half-cylindrical ridge, $a^3/h^3$ is replaced by $a^2/h^2$, with $h$ measured from the ridge's axis. The derivative is then $F(1+a^2/y^2)$, or $2F$ at the top.

Both factors are for isolated features; close neighbours shield one another and reduce the gain. They also require $a\gg\lambda$. For an atom-sized bump, $a\approx0.13$ nm, the ratio $\lambda/a$ is about 0.4. A hemisphere of that size that screens by the linear law above, set on a perfectly conducting plane, has a gain of about 1.5 instead of 3. An atom is also not a classical metal hemisphere, so these factors give a scale and not a prediction. The contribution of the relief dies away with height and leaves the uniform field $F$. By Gauss's law, $V/(kR)$ is therefore the average field over many surface atoms, counted as flux per area of the smooth surface beneath them. In this classical picture, the field at the top of a bump differs from it by far more than the screening or temperature corrections. The comparison with $F_{\rm ev}$ above likewise uses the averaged field and a flat surface.

### Beside a real instrument

Voltages of several kilovolts, apex radii of some tens of nanometres and field factors of a few are typical, in rough terms, of atom-probe work, so the given tip is an ordinary one. A real counter electrode is often a ring with an opening, neither a paraboloid nor a plane, and $k$ has to be calibrated for the actual geometry. The assumption that fails steadily during a measurement is the fixed radius: as atoms leave, a tapered specimen becomes blunter. At fixed $V$ and $k$, growth from 50 to 55 nm lowers the field by $1-50/55$, about 9 percent. To hold the field constant, the voltage must rise in proportion to $kR$. The values used here are collected in the numerical output below.

## Calculated quantities

```
tip voltage: 5000 V
apex radius: 50 nm
field factor k: 3.3
product k R: 165 nm
apex field: 30.3 V/nm
apex field, converted: 303 MV/cm
isolated-sphere field V/R: 100 V/nm
paraboloid gap for this k: 18.4 um
paraboloid field by differences: 30.3 V/nm
field ratio at 30 deg tilt: 0.866
cone shank length: 100 um
cone-to-plane gap: 40 um
cone k, half-angle 5 deg, R 50 nm: 2.58
cone k, half-angle 10 deg, R 50 nm: 3.22
cone k, half-angle 5 deg, R 100 nm: 2.31
k range used: 3.0 to 3.6
R range used: 45 to 55 nm
lowest field in range: 25.3 V/nm
highest field in range: 37.0 V/nm
e squared: 1.4400 eV nm
surface charge: 1.67 e/nm^2
outward stress: 25.4 eV/nm^3
outward stress, converted: 4.07 GPa
rough Cu sublimation energy: 3.5 eV
rough Cu ionization energy: 7.7 eV
rough Cu work function: 4.6 eV
zero-field ion barrier: 6.6 eV
image-hump evaporation field: 30.3 V/nm
barrier left at apex field: -0.006 eV
hump distance at apex field: 0.109 nm
temperature: 50 K
thermal energy: 4.31 meV
assumed attempt rate: 1e+13 1/s
assumed evaporation rate: 1e-02 1/s per atom
barrier crossed at this rate: 0.149 eV
evaporation field at this rate: 28.9 V/nm
rough Cu electron density: 85 1/nm^3
free-electron Fermi energy: 7.05 eV
Thomas-Fermi length: 0.0553 nm
linear screening drop: 1.68 V
nonlinear screening drop: 1.71 V
screening change of field: 0.034 percent
hemispherical bump field gain: 3.0
half-cylinder ridge field gain: 2.0
```
